# Oxide Closure from Parallel Step Edges: Regular and Poisson Spacing, part 1

(Sections cited here and not found follow in the second part.)

## First half: growth shape and coverage

Suppose an oxide starts only at the step edges of an otherwise inert plane, and the steps are on average 100 nm apart. Two growth fronts approach each other across each terrace, so it is tempting to conclude that the film closes when each front has travelled 50 nm. If the steps are randomly placed, that conclusion fails badly. At 50 nm more than a third of the plane is still bare, and a channel 1000 nm long contains on average four openings. A gate electrode deposited on this film would touch the channel. The mean step spacing therefore does not determine closure. The distribution of spacings is needed, and for a random array so is the length of the channel.

### Assumptions and definitions

The model is geometrical. Lengths are given in nanometres, which suit the problem better than atomic units.

1. The steps are straight, parallel and long. Position across them is $X$, height above the plane is $z\ge 0$. The step height is neglected, so each step is a line seed on a flat plane.
2. Oxide nucleates along all steps at the start of growth, and nowhere on the terraces.
3. In each deposition cycle every exposed oxide surface advances along its own normal by the same length $g$. This includes the oxide edge that rests on the plane, which therefore moves sideways. The plane itself adds no oxide.
4. The gaps $\ell$ between neighbouring steps have mean $L$. In the regular array every gap equals $L$. In the Poisson array steps occur independently with density $1/L$ per unit length.

After $N$ cycles the **nominal thickness** is $h=Ng$. It is the oxide height directly above a step. Coverage $\theta$ is the fraction of the plane under oxide. The **closure thickness** is the nominal thickness at which the last bare strip in the region considered disappears. It is neither the mean thickness nor the smallest thickness of the film at that moment.

A channel is an interval of length $W$ across the steps. Oxide is deposited before the contacts are made, so steps just outside the channel also send oxide into it. The dimensionless variables are

$$x=\frac{2h}{L},\qquad w=\frac{W}{L}.$$

### Theorem

Under these assumptions:

**(a)** For regular steps, $\theta=\min(1,2h/L)$. The plane closes at $h=L/2$, and so does every channel with $W\ge L$.

**(b)** For Poisson steps, $\theta=1-e^{-2h/L}$. An infinite plane does not close at any finite $h$.

**(c)** A channel across Poisson steps is closed at nominal thickness $h$ with probability

$$F(x,w)=1+\sum_{j\ge1}(-1)^j e^{-jx}\left[\frac{u_j^{\,j}}{j!}+\frac{u_j^{\,j-1}}{(j-1)!}\right],\qquad u_j=w+x-jx,$$

where $w>0$ and the sum contains the terms with $u_j>0$.

**(d)** If $w\to\infty$ at a fixed closure probability $p$ between 0 and 1, the required thickness approaches

$$h_p\simeq\frac L2\ln\frac{1+w}{\ln(1/p)} .$$

Parts (a) and (b) are proved in this half, (c) and (d) in the second.

### Lemma 1: the shape of the oxide

*After nominal growth $h$, the oxide consists of all points with $z\ge0$ whose distance from some step is at most $h$. If $s$ is the distance along the plane from a point to its nearest step, the oxide height there is*

$$z=\sqrt{h^2-s^2}\quad(s\le h),\qquad z=0\quad(s>h).$$

*Proof.* On a smooth surface, advance along the normal by $g$ adds the points that lie within distance $g$ of the old oxide. The same rule gives a definite meaning to the advance at the edge on the plane and at the bottom of a groove, where the normal is not unique. I use it as the statement of assumption 3.

Suppose the lemma holds at thickness $h$, and add one cycle. A new oxide point $P$ lies within $g$ of an old oxide point $Q$, and $Q$ lies within $h$ of a step $S$. The triangle inequality gives

$$|PS|\le|PQ|+|QS|\le g+h .$$

So no point is added beyond distance $h+g$. Conversely, let $P$ satisfy $h<|PS|\le h+g$. On the straight segment from $S$ to $P$ choose $Q$ at distance $h$ from $S$. Both ends of the segment have $z\ge0$, hence so does $Q$, and $Q$ is old oxide. Its distance from $P$ is $|PS|-h\le g$, so $P$ is added. The oxide after the cycle is therefore the set within $h+g$ of a step. At $h=0$ the set is the seeds themselves, and induction proves the first statement.

In a vertical column at distance $s$ from a step, the condition is $s^2+z^2\le h^2$. The nearest step gives the smallest $s$ and thus the largest $z$, which is the stated height. $\square$

Each isolated step carries a half-cylinder of radius $h$. Its footprint extends $h$ to either side, so the lateral reach equals the nominal thickness. When two half-cylinders meet, the groove between them has vertical walls at its foot, because $z=\sqrt{h^2-s^2}$ has infinite slope at $s=h$.

### Lemma 2: coverage for any spacing law

*Let $p(\ell)$ be the probability density of the gaps and $S(t)$ the probability that a gap exceeds $t$. Then*

$$\theta=\frac{E[\min(\ell,2h)]}{L}=\frac1L\int_0^{2h}S(t)\,dt,\qquad 1-\theta=\frac1L\int_{2h}^{\infty}(\ell-2h)\,p(\ell)\,d\ell ,$$

*where $E$ denotes the average over gaps.*

*Proof.* Oxide enters a gap from both ends and covers a length $h$ from each until the fronts meet. The covered length is $2h$ if $\ell>2h$, and $\ell$ otherwise, which is $\min(\ell,2h)$. Over many gaps the covered fraction is total covered length divided by total length, and dividing both by the number of gaps gives the first expression.

For the second, count length by length: $\min(\ell,2h)$ is the integral over $t$ from 0 to $2h$ of a function equal to 1 when $\ell>t$ and 0 otherwise. The average of that function is $S(t)$. For the third, the bare length of a gap is $\ell-2h$ if this is positive and zero otherwise. Its average divided by $L$ is the bare fraction. $\square$

Differentiating the middle expression with respect to its upper limit gives

$$\frac{d\theta}{dh}=\frac2L\,S(2h).$$

The density of gaps still open is $S(2h)/L$, and each has two advancing fronts. Coverage slows down because fronts are lost by meeting, not because a front slows. If no two steps coincide, $S(0)=1$ and the initial slope is $2/L$ for every spacing law. The initial slope therefore measures the mean step density but does not distinguish one spacing law from another.

**Regular spacing covers best.** At fixed $L$ and $h$, $\min(\ell,2h)$ exceeds neither $\ell$ nor $2h$. Its average therefore exceeds neither $L$ nor $2h$, and

$$\theta\le\min\left(1,\frac{2h}{L}\right).$$

The right-hand side is the coverage of the regular array, in which every gap has covered length $\min(L,2h)$. No spacing law with the same mean can cover more at any stage.

### Proof of parts (a) and (b)

For regular steps the coverage has just been found. It reaches 1 at $h=L/2$. A channel with $W\ge L$, its end points included, contains the midpoint of at least one gap, since the midpoints are also spaced by $L$. That midpoint is bare for all $h<L/2$ and is reached at $h=L/2$, when the whole plane is covered. This proves (a). A channel shorter than $L$ may lie close to a step and close earlier.

For Poisson steps, divide a length $t$ into $m$ small cells, each holding a step with probability $t/(mL)$. All are empty with probability

$$\left(1-\frac{t}{mL}\right)^m\longrightarrow e^{-t/L}\qquad(m\to\infty).$$

Starting at one step, this is the probability that the next lies farther away than $t$, so $S(t)=e^{-t/L}$ and $p(\ell)=-dS/d\ell=e^{-\ell/L}/L$. Lemma 2 gives

$$\theta=\frac1L\int_0^{2h}e^{-t/L}dt=\left[-e^{-t/L}\right]_0^{2h}=1-e^{-2h/L}.$$

At any finite $h$ a gap remains open with probability $e^{-2h/L}>0$. An infinite array has infinitely many independent gaps, so with probability one some are open. This proves (b). $\square$

The same coverage follows from a single point of view. A point is bare if there is no step within $h$ on its left or right, that is, if a length $2h$ is empty.

### Where the bare area sits

Expanding the Poisson result for small $h$ gives

$$\theta=\frac{2h}{L}-\frac{2h^2}{L^2}+\cdots$$

The first term is the regular result. The second is the loss from fronts that have already met between unusually close steps. For $L=100$ nm and $h=10$ nm the two terms give $0.200-0.020=0.180$, against the full value 0.1813.

At later stages wide gaps dominate. The fraction of Poisson gaps longer than $L$ is $e^{-1}=0.368$. Their share of the area is larger, because a gap contributes area in proportion to its length. With $y=\ell/L$ that share is

$$\int_1^\infty y\,e^{-y}dy=\left[-(y+1)e^{-y}\right]_1^\infty=2e^{-1}=0.736 .$$

Thus nearly three quarters of the plane lies in gaps that remain open when the regular array closes.

The openings themselves also behave differently. In the regular array there is one opening per length $L$, and its width falls as $L-2h$. In the Poisson array the density of openings is $e^{-2h/L}/L$. Given that a gap is open, the probability that its opening is wider than $b$ is

$$\frac{S(2h+b)}{S(2h)}=\frac{e^{-(2h+b)/L}}{e^{-2h/L}}=e^{-b/L}.$$

This does not depend on $h$, and the mean width is $L$ throughout growth. Each individual opening does narrow by $2h$, but the narrow ones vanish and leave the wide ones in the average. The density times the mean width is $e^{-2h/L}$, the bare fraction, as it must be. A nearly complete Poisson film does not have many slits about to heal. It has few openings, and their mean width equals the original mean gap.

### An intermediate spacing law

Real steps need be neither regular nor independent. A simple intermediate law makes each gap the sum of four independent exponential lengths, each of mean $L/4$. This is a gamma law of order 4. Its variance is $4(L/4)^2=L^2/4$, so its standard deviation is $L/2$, against $L$ for Poisson gaps and zero for regular ones. Very short gaps are rare, as if neighbouring steps repelled each other.

The gap exceeds $t$ if fewer than four events of a Poisson process with density $4/L$ fall in $t$. Hence, with $v=4t/L$,

$$S=e^{-v}\sum_{i=0}^{3}\frac{v^i}{i!}.$$

Since $\theta\to1$ for large $h$, the bare fraction is $(1/L)\int_{2h}^\infty S\,dt$. At $h=L/2$ the lower limit is $v=4$, and $dt/L=dv/4$. Repeated integration by parts gives

$$\int_4^\infty \frac{v^i}{i!}e^{-v}dv=e^{-4}\sum_{m=0}^{i}\frac{4^m}{m!}.$$

In the sum over $i$ from 0 to 3, the term $m=0$ occurs four times, $m=1$ three times, $m=2$ twice and $m=3$ once. Therefore

$$1-\theta=\frac{e^{-4}}4\left(4+3\cdot4+2\cdot8+\frac{32}{3}\right)=0.195 .$$

Thus this law, whose gaps have the same mean as Poisson gaps but half the standard deviation, leaves a bare fraction of 0.195 at $h=L/2$, against 0.368 for Poisson steps. The regular array has none.

### Mean oxide thickness

A measurement of deposited mass gives the mean thickness $\bar z$, not $h$. At a given point, $z$ is the length of the interval of heights $y$ that lie below the surface. By Lemma 1 the surface is above $y$ when $s<\sqrt{h^2-y^2}$. The fraction of the plane satisfying this is the coverage at reach $\sqrt{h^2-y^2}$, so

$$\bar z=\int_0^h\theta\!\left(\sqrt{h^2-y^2}\right)dy .$$

For regular steps up to closure, $\theta(r)=2r/L$. The integral of $\sqrt{h^2-y^2}$ from 0 to $h$ is the area $\pi h^2/4$ of a quarter disc, hence

$$\bar z=\frac{2}{L}\,\frac{\pi h^2}{4}=\frac{\pi h^2}{2L},\qquad \bar z=\frac{\pi L}{8}\ \text{ at }\ h=\frac L2 .$$

With $L=100$ nm this is 39.3 nm at closure. The Poisson array at the same $h=50$ nm has $\bar z=26.6$ nm. It is smaller because its coverage is smaller at every reach in the integral. A mass measurement read only as a uniform film would give a thickness in either case and would hide the openings. Combined with the cycle count, which fixes $h$, it says more. In a closed film every gap has half-width $a\le h$, and the mean height over such a gap is the average of $\sqrt{h^2-s^2}$ over $0\le s\le a$, which is at least $\pi h/4$. Within the model, $\bar z<\pi h/4$ therefore proves that the film is open, as it does here, where 26.6 nm is below 39.3 nm. The test works in one direction only: the Poisson film passes $\bar z=\pi h/4$ near $h=107$ nm, when about 12% of the plane is still bare.

## Second half: closure of a finite channel

The symbols carried over are these. The nominal thickness $h$ is also the lateral reach from each step, $L$ is the mean step spacing, $W$ is the channel length across the steps, $x=2h/L$ and $w=W/L$. At distance $s\le h$ from the nearest step the oxide height is $\sqrt{h^2-s^2}$. Regular steps close a channel with $W\ge L$ at $h=L/2$. Poisson steps leave a bare fraction $e^{-x}$, and each gap stays open with probability $e^{-x}$. What remains is the probability $F(x,w)$ that no opening is left in a channel of finite length.

### Lemma 3: closure as the absence of a long empty run

*The channel is closed if, and apart from cases of zero probability only if, the interval that extends it by $h$ at both ends contains no step-free run of length $2h$.*

*Proof.* A channel point at $X$ is covered when there is a step between $X-h$ and $X+h$. As $X$ runs from 0 to $W$, this window of length $2h$ slides from one end of the interval $(-h,W+h)$ to the other. All points are covered when no position of the window is empty. The exceptional cases are those in which two fronts just touch. $\square$

In units of $L$, the extended interval has length $T=w+x$ and the forbidden run has length $x$. Let $Q(T)$ be the probability that an interval of scaled length $T$ has no empty run of length $x$, counting runs that touch its ends. Then $F(x,w)=Q(w+x)$.

This part has established the oxide's shape and its coverage for regular and Poisson steps, and has reduced closure of a finite channel to the absence of a step-free run of length $2h$ in the extended interval. What remains is to calculate the probability of closure for Poisson steps, prove parts (c) and (d), and apply the results to an example.
